# Tanabe–Sugano diagrams by block diagonalisation, overlap tracking and Hellmann–Feynman slopes: a numerical check

```python
# Tanabe-Sugano diagrams of octahedral d^n ions, H(x) = H_ee(B,C) + x*(n_e - 0.4 n).
# x = Delta/B = 10Dq/B, energies in units of Racah B, A = 0, n_e = number of eg electrons.
# Under test: (S,Gamma) blocks reproduce the full spectrum; <n_e> = dE/dx + 0.4 n;
# overlap tracking with bisection follows states through true crossings; a centred step h
# over an avoided crossing (minimum gap g, coupling N_ij = <i|n_e|j>) keeps the adiabatic
# state only for h < hstar = g/|N_ij|; d6 first-order and strong-field limits.
import itertools
import numpy as np
import scipy.sparse as sp
from scipy.linalg import expm, eigh, eigvalsh, null_space, block_diag
from scipy.special import eval_legendre
from scipy.spatial.transform import Rotation
from scipy.optimize import linear_sum_assignment, brentq, minimize_scalar
from sympy.physics.wigner import gaunt

B, C, B_CM = 1.0, 4.0, 800.0
F = {0: 1.4 * C, 2: 49 * B + 7 * C, 4: 12.6 * C}
NS = range(2, 9)
print(f"input: C/B = {C/B:.1f}, B = {B_CM:.0f} cm^-1, A = 0")
print(f"Slater F0, F2, F4 = {F[0]:.2f}, {F[2]:.2f}, {F[4]:.2f} B")

# real d orbitals xy, yz, zx, z2, x2-y2 as tensors; repulsion integrals by exact quadrature
Q = np.zeros((5, 3, 3))
for a, (i, j) in enumerate([(0, 1), (1, 2), (0, 2)]):
    Q[a, i, j] = Q[a, j, i] = 2 ** -0.5
Q[3] = np.diag([-1, -1, 2]) / 6 ** 0.5
Q[4] = np.diag([1, -1, 0]) / 2 ** 0.5
ct, wt = np.polynomial.legendre.leggauss(6)
phis = 2 * np.pi * np.arange(12) / 12
pts = np.array([[np.sqrt(1 - c * c) * np.cos(p), np.sqrt(1 - c * c) * np.sin(p), c] for c in ct for p in phis])
wq = np.repeat(wt, 12) * 2 * np.pi / 12
dorb = np.sqrt(15 / (8 * np.pi)) * np.einsum('gi,aij,gj->ag', pts, Q, pts)
rho = np.einsum('ag,bg,g->abg', dorb, dorb, wq).reshape(25, -1)
kern = sum(F[k] * eval_legendre(k, np.clip(pts @ pts.T, -1, 1)) for k in F)
eri = (rho @ kern @ rho.T).reshape(5, 5, 5, 5)
assert abs(eri[0, 4, 0, 4] - C) < 1e-10 and abs(eri[0, 3, 0, 3] - (4 * B + C)) < 1e-10
print(f"exchange K(xy,x2-y2) = {eri[0,4,0,4]:.4f} B, K(xy,z2) = {eri[0,3,0,3]:.4f} B")

# group O, its action on d orbitals, first-row elements and characters of the irreps
J = np.zeros((3, 3, 3))
for k, i, j in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    J[k, i, j], J[k, j, i] = -1.0, 1.0
K1 = np.array([[[np.trace(Q[b] @ (J[k] @ Q[a] - Q[a] @ J[k])) for a in range(5)]
                for b in range(5)] for k in range(3)])
group = []
for perm in itertools.permutations(range(3)):
    for sg in itertools.product([1, -1], repeat=3):
        R = np.eye(3)[list(perm)] * np.array(sg)[:, None]
        if np.linalg.det(R) > 0:
            D = np.einsum('bij,jk,akl,il->ba', Q, R, Q, R)
            gen = np.tensordot(Rotation.from_matrix(R).as_rotvec(), K1, 1)
            assert np.allclose(expm(gen), D, atol=1e-10)
            s = np.linalg.det(np.abs(R))
            row = dict(A1=1.0, A2=s, E=D[3, 3], T1=R[2, 2], T2=D[0, 0])
            chi = dict(A1=1.0, A2=s, E=np.trace(D[3:, 3:]), T1=np.trace(R), T2=np.trace(D[:3, :3]))
            group.append((gen, row, chi, np.real(np.poly(D)) * (-1.0) ** np.arange(6)))
assert len(group) == 24
DIM = dict(A1=1, A2=1, E=2, T1=3, T2=3)

def annihilators(N):
    if N == 0:
        return np.zeros((5, 0, 1))
    src = list(itertools.combinations(range(5), N))
    dst = {s: i for i, s in enumerate(itertools.combinations(range(5), N - 1))}
    a = np.zeros((5, len(dst), len(src)))
    for j, s in enumerate(src):
        for pos, p in enumerate(s):
            a[p, dst[s[:pos] + s[pos + 1:]], j] = (-1) ** pos
    return a

def make_blocks(n):
    out = {}
    for twoS in range(n % 2, min(n, 10 - n) + 1, 2):
        na, nb = (n + twoS) // 2, (n - twoS) // 2
        aa, ab = annihilators(na), annihilators(nb)
        ea, eb = np.einsum('pki,qkj->pqij', aa, aa), np.einsum('pki,qkj->pqij', ab, ab)
        Ia, Ib = np.eye(ea.shape[2]), np.eye(eb.shape[2])
        E = np.array([[np.kron(ea[p, q], Ib) + np.kron(Ia, eb[p, q]) for q in range(5)] for p in range(5)])
        G = np.tensordot(eri, E, 2)
        H = 0.5 * (sum(E[p, q] @ G[p, q] for p in range(5) for q in range(5))
                   - np.tensordot(np.einsum('pqqs->ps', eri), E, 2))
        Ne = E[3, 3] + E[4, 4]
        L2 = -sum(M @ M for M in np.tensordot(K1, E, 2))
        raisable = nb > 0 and na < 5
        if raisable:
            up = annihilators(na + 1)
            Z = null_space(sum(np.kron(up[p].T, ab[p]) for p in range(5)))
        else:
            Z = np.eye(H.shape[0])
        U = [Z.T @ np.kron(expm(np.tensordot(g[0], ea, 2)), expm(np.tensordot(g[0], eb, 2))) @ Z for g in group]
        for ir, d in DIM.items():
            P = d / 24 * sum(g[1][ir] * u for g, u in zip(group, U))
            assert np.allclose(P @ P, P, atol=1e-9) and np.allclose(P, P.T, atol=1e-9)
            w, v = eigh((P + P.T) / 2)
            bas = Z @ v[:, w > 0.5]
            mult = sum(g[2][ir] * (g[3][na] * g[3][nb] - (g[3][na + 1] * g[3][nb - 1] if raisable else 0))
                       for g in group) / 24
            assert abs(mult - bas.shape[1]) < 1e-8
            if bas.shape[1] == 0:
                continue
            w, v = eigh(bas.T @ Ne @ bas)
            bas, ne = bas @ v, np.round(w)
            Hb = bas.T @ H @ bas
            assert np.allclose(w, ne, atol=1e-9) and np.allclose(H @ bas, bas @ Hb, atol=1e-8)
            out[f"{twoS+1}{ir}"] = dict(H=Hb, ne=ne, V=np.diag(ne - 0.4 * n), L2=bas.T @ L2 @ bas,
                                        deg=(twoS + 1) * d)
    return out

blocks = {n: make_blocks(n) for n in NS}
def vals(b, x): return eigvalsh(b['H'] + x * b['V'])
def vecs(b, x): return eigh(b['H'] + x * b['V'])[1]
def occ(b, x): return b['ne'] @ vecs(b, x) ** 2
def slope(f, x, d=1e-4): return (f(x + d) - f(x - d)) / (2 * d)

# independent reference: whole Fock space, complex orbitals, Gaunt coefficients
ms = range(-2, 3)
ck = {(k, m, p): ((-1.0) ** m * np.sqrt(4 * np.pi / (2 * k + 1)) * float(gaunt(2, k, 2, -m, m - p, p))
                  if abs(m - p) <= k else 0.0) for k in F for m in ms for p in ms}
st = np.arange(1024)
pop = np.array([bin(s).count('1') for s in st])
an = {}
for i, key in enumerate(itertools.product(ms, (0, 1))):
    o = st[(st >> i) & 1 == 1]
    an[key] = sp.csr_matrix(((-1.0) ** pop[o & ((1 << i) - 1)], (o ^ (1 << i), o)), shape=(1024, 1024))
pair = {(k, l): an[l] @ an[k] for k in an for l in an}
Hf, Vf = sp.csr_matrix((1024, 1024)), sp.csr_matrix((1024, 1024))
for m1, m2, m3, m4 in itertools.product(ms, repeat=4):
    if m1 + m2 == m3 + m4:
        u = sum(F[k] * ck[k, m1, m3] * ck[k, m4, m2] for k in F)
        for s, t in itertools.product((0, 1), repeat=2):
            Hf = Hf + 0.5 * u * (pair[(m1, s), (m2, t)].T @ pair[(m3, s), (m4, t)])
for (m, p), u in {(0, 0): .6, (1, 1): -.4, (-1, -1): -.4, (2, 2): .1, (-2, -2): .1, (2, -2): .5, (-2, 2): .5}.items():
    for s in (0, 1):
        Vf = Vf + u * (an[m, s].T @ an[p, s])
Hf, Vf = Hf.toarray(), Vf.toarray()
def full(n, x):
    ix = np.ix_(pop == n, pop == n)
    return eigvalsh(Hf[ix] + x * Vf[ix])
terms = np.sort(np.repeat([-8*B, 7*B, -3*B+2*C, 4*B+2*C, 14*B+7*C], [21, 9, 5, 9, 1]))
assert np.allclose(full(2, 0.0), terms, atol=1e-9)
err = max(np.abs(np.sort(np.concatenate([np.repeat(vals(b, x), b['deg']) for b in blocks[n].values()]))
                 - full(n, x)).max() for n in NS for x in (0.0, 13.7, 41.3))
assert err < 1e-8
print(f"blocks vs full Fock-space spectrum, d2-d8: max error {err:.1e} B")
hole = max(np.ptp(np.concatenate([vals(blocks[n][l], 13.7) - vals(blocks[10 - n][l], -13.7)
                                  for l in blocks[n]])) for n in NS)
assert hole < 1e-8
hf = max(np.abs(slope(lambda y: vals(b, y), x) + 0.4 * n - occ(b, x)).max()
         for n in NS for b in blocks[n].values() for x in (7.3, 18.1, 33.7))
assert hf < 1e-5
assert max(np.abs(occ(b, 1e4) - b['ne']).max() for n in NS for b in blocks[n].values()) < 1e-3
print(f"hole symmetry spread {hole:.1e} B; slope vs <n_e> max error {hf:.1e}")

# overlap tracker with bisection
HMIN, THR = 1e-6, 0.8
def advance(H, V1, xa, xb, state, events):
    Va, rank = state
    w, V = eigh(H + xb * V1)
    O = (Va.T @ V) ** 2
    col = linear_sum_assignment(-O)[1]
    best, swapped = O[np.arange(len(w)), col].min(), np.any(col != rank)
    if (best < THR or swapped) and xb - xa > HMIN:
        xm = 0.5 * (xa + xb)
        return advance(H, V1, xm, xb, advance(H, V1, xa, xm, state, events)[1], events)
    assert best >= THR
    if swapped:
        events += [(xb, i, j) for i in range(len(w)) for j in range(i)
                   if (rank[i] - rank[j]) * (col[i] - col[j]) < 0]
    Vb = V[:, col]
    return w[col], (Vb * np.sign(np.sum(Va * Vb, axis=0)), col)

def track(H, V1, xs):
    w, V0 = eigh(H + xs[0] * V1)
    Es, state, events = [w], (V0, np.arange(len(w))), []
    for xa, xb in zip(xs[:-1], xs[1:]):
        w, state = advance(H, V1, xa, xb, state, events)
        Es.append(w)
    return np.array(Es), V0, events

grid = 0.01 + 0.25 * np.arange(201)
print(f"grid Delta/B = {grid[0]:.2f} to {grid[-1]:.2f}, step {grid[1]-grid[0]:.2f}; threshold {THR}, hmin {HMIN:.0e}")
cross, avoided, inblock = {}, [], 0
for n in NS:
    for l, b in blocks[n].items():
        b['E'], V0, ev = track(b['H'], b['V'], grid)
        inblock += len(ev)
        assert np.all(np.diff(b['E'], axis=1) > 0)
        wl, ul = eigh(b['L2'])
        Ls = np.round((np.sqrt(1 + 4 * wl) - 1) / 2).astype(int)
        wL = np.array([((ul.T @ V0) ** 2)[Ls == L].sum(axis=0) for L in range(7)])
        b['parent'], b['purity'], b['wL'] = ["SPDFGHI"[L] for L in wL.argmax(axis=0)], wL.max(axis=0), wL
        gaps = np.diff(b['E'], axis=1)
        for i in range(gaps.shape[1]):
            for k in range(5, len(grid) - 1):
                if gaps[k, i] < min(gaps[k - 1, i], gaps[k + 1, i]) - 1e-9:
                    r = minimize_scalar(lambda y: np.diff(vals(b, y))[i], bounds=(grid[k - 1], grid[k + 1]),
                                        method='bounded', options=dict(xatol=1e-10))
                    v, oc = vecs(b, r.x), occ(b, r.x)
                    assert abs(oc[i + 1] - oc[i]) < 1e-3
                    nij = abs(v[:, i] @ (b['ne'] * v[:, i + 1]))
                    avoided.append((r.fun / max(nij, 1e-12), n, l, i, r.x, r.fun, nij))
    labs = list(blocks[n])
    g0 = np.argmin([blocks[n][l]['E'][:, 0] for l in labs], axis=0)
    seq, xc = [labs[g0[0]]], []
    for k in np.nonzero(np.diff(g0))[0]:
        b1, b2 = blocks[n][labs[g0[k]]], blocks[n][labs[g0[k + 1]]]
        xc.append(brentq(lambda y: vals(b1, y)[0] - vals(b2, y)[0], grid[k], grid[k + 1], xtol=1e-12))
        seq.append(labs[g0[k + 1]])
    cross[n] = (seq, xc)
    ncurve = sum(len(b['ne']) for b in blocks[n].values())
    nstate = sum(len(b['ne']) * b['deg'] for b in blocks[n].values())
    assert nstate == np.sum(pop == n)
    print(f"d{n}: {nstate} states, {len(labs)} blocks, {ncurve} curves, ground {'->'.join(seq)}"
          + "".join(f" at Delta/B = {x:.4f} ({x*B_CM:.0f} cm^-1)" for x in xc))
assert inblock == 0
print(f"in-block crossings {inblock}; avoided crossings (Delta/B > 1) {len(avoided)}; "
      f"smallest gap {min(a[5] for a in avoided):.4f} B")
print("d6 block sizes: " + " ".join(f"{l}:{len(b['ne'])}" for l, b in blocks[6].items()))

# step criterion at avoided crossings
def step_overlap(b, i, x, h):
    O = (vecs(b, x - h / 2).T @ vecs(b, x + h / 2)) ** 2
    return O[i, i], O[i, i + 1]
b3 = blocks[3]['4T1']
for x in (0.0, 9.0, 30.0):
    root = np.sqrt((x - 9 * B) ** 2 + 144 * B * B)
    assert np.allclose(vals(b3, x) - vals(blocks[3]['4A2'], x)[0],
                       [(3*x + 15*B - root) / 2, (3*x + 15*B + root) / 2], atol=1e-9)
a3 = [a for a in avoided if a[1] == 3 and a[2] == '4T1'][0]
assert abs(a3[4] - 9) < 1e-4 and abs(a3[5] - 12) < 1e-8 and abs(a3[0] - 24) < 1e-6
assert abs(occ(b3, 0.0)[0] - 1.8) < 1e-9
print(f"d3 4T1(F): <n_e> at Delta = 0 is {occ(b3, 0.0)[0]:.4f}")
for tag, a in (("exact two-level", a3), ("smallest hstar", min(avoided))):
    hs, n, l, i, x, g, nij = a
    lo, hi = step_overlap(blocks[n][l], i, x, 0.5 * hs), step_overlap(blocks[n][l], i, x, 2 * hs)
    assert lo[0] > lo[1] and hi[0] < hi[1]
    if a is a3:
        assert abs(lo[0] - 1 / 1.25) < 1e-5 and abs(hi[0] - 1 / 5) < 1e-5
    print(f"{tag}: d{n} {l} roots {i+1},{i+2}: Delta/B = {x:.4f}, g = {g:.4f} B, |N_ij| = {nij:.4f}, hstar = {hs:.4f} B")
    print(f"  overlap^2 same/other: h=hstar/2 {lo[0]:.4f}/{lo[1]:.4f}; h=2hstar {hi[0]:.4f}/{hi[1]:.4f}")

# true crossings: d6 triplet blocks merged and hidden by a random rotation
d6 = blocks[6]
trip = [l for l in d6 if l[0] == '3']
owner = np.concatenate([[k] * len(d6[l]['ne']) for k, l in enumerate(trip)])
Rm = np.linalg.qr(np.random.default_rng(1).normal(size=(len(owner), len(owner))))[0]
Em, V0, ev = track(Rm.T @ block_diag(*[d6[l]['H'] for l in trip]) @ Rm,
                   Rm.T @ block_diag(*[d6[l]['V'] for l in trip]) @ Rm, grid[2:])
own = owner[np.argmax((Rm @ V0) ** 2, axis=0)]
ref = np.array([d6[trip[o]]['E'][2:, np.sum(own[:c] == o)] for c, o in enumerate(own)]).T
flips = sum(int(np.sum(np.diff(np.sign(ref[:, i] - ref[:, j])) != 0)) for i in range(len(own)) for j in range(i))
e_track, e_sort = np.abs(Em - ref).max(), np.abs(np.sort(Em, axis=1) - ref).max()
assert e_track < 1e-8 and e_sort > 1 and len(ev) == flips and all(own[i] != own[j] for _, i, j in ev)
print(f"merged d6 triplets: {len(own)} curves from Delta/B = {grid[2]:.2f}, {len(ev)} true crossings")
print(f"  max error: overlap tracking {e_track:.1e} B, energy sorting {e_sort:.3f} B")

# limits of the labels and of the slope
assert min(b['purity'].min() for b in d6.values()) > 0.99
bt = blocks[3]['2T1']
assert bt['purity'].min() < 0.95
print("d3 2T1 weight of 2P at Delta/B = 0.01: " + " ".join(f"{w:.3f}" for w in bt['wL'][1]))
b5 = blocks[5]['4T1']
w5 = vecs(b5, 0.0)[:, 0] ** 2
assert abs(b5['ne'] @ w5 - 2) < 1e-9 and w5[b5['ne'] == 2].sum() < 1e-12
print(f"d5 4T1(G), Delta = 0: <n_e> = {b5['ne'] @ w5:.4f}, weights n_e=1,2,3: " + " ".join(f"{w:.4f}" for w in w5))

# d6 spin crossover, kink and limits
assert cross[6][0] == ['5T2', '1A1']
xc, ls, hsb = cross[6][1][0], d6['1A1'], d6['5T2']
first = ls['H'][0, 0] - hsb['H'][0, 0]
assert ls['ne'][0] == 0 and abs(first - (5 * B + 8 * C)) < 1e-9
degs = [int(np.sum(e < e[0] + 1e-7)) for e in (full(6, xc - 0.01), full(6, xc + 0.01))]
sl, sr = (slope(lambda y: full(6, y)[0], x) for x in (xc - 1e-3, xc + 1e-3))
assert degs == [15, 1] and abs(sl + 2.4 - occ(hsb, xc)[0]) < 1e-6 and abs(sr + 2.4 - occ(ls, xc + 1e-3)[0]) < 1e-6
print(f"d6 first order: E(t2^6)-E(5T2) at Delta=0 = {first:.3f} B, crossover Delta/B = {first/2:.3f}")
print(f"d6 exact crossover Delta/B = {xc:.4f} = {xc*B_CM:.0f} cm^-1; ground degeneracy {degs[0]} -> {degs[1]}")
print(f"  ground slope left {sl:.4f}, right {sr:.4f}, jump {sr-sl:.4f}; <n_e> {sl+2.4:.4f} -> {sr+2.4:.4f}")
W = 3 * ((4 * B + C) ** 2 + C ** 2)
lim = occ(ls, 1e5)[0] * 1e10
assert abs(np.sum(ls['H'][0, 1:] ** 2) - W) < 1e-8 and abs(lim / (W / 2) - 1) < 2e-3
print(f"W = {W:.2f} B^2, W/2 = {W/2:.2f}; <n_e>(1A1)*(Delta/B)^2 at 1e5 = {lim:.2f}")
x0 = 25.0
w, v = eigh(ls['H'] + x0 * ls['V'])
curv = -2 * np.sum((v[:, 1:].T @ (ls['ne'] * v[:, 0])) ** 2 / (w[1:] - w[0]))
fd2 = (vals(ls, x0 + 1e-2)[0] - 2 * w[0] + vals(ls, x0 - 1e-2)[0]) / 1e-4
assert abs(curv - fd2) < 1e-6 and curv < 0
print(f"Delta/B = {x0:.0f}: 1A1 curvature {curv:.6f} 1/B (difference {fd2:.6f}); W/(2x^2) = {W/2/x0**2:.4f}")
bq = d6['3T1']
w, v = eigh(bq['H'] + x0 * bq['V'])
rate = np.sum((v[:, 1:].T @ (bq['ne'] * v[:, 0])) ** 2 / (w[1:] - w[0]) ** 2)
loss = (1 - step_overlap(bq, 0, x0, 1e-2)[0]) / 1e-4
assert abs(loss / rate - 1) < 1e-3
print(f"Delta/B = {x0:.0f}: 3T1 drift (1-overlap^2)/h^2 = {loss:.4e}, formula {rate:.4e} 1/B^2")
for x, rows in ((10.0, 6), (25.0, 8)):
    lev = sorted((e, l, i) for l, b in d6.items() for i, e in enumerate(vals(b, x)))[:rows]
    gb = d6[lev[0][1]]
    print(f"d6, Delta/B = {x:.0f} ({x*B_CM:.0f} cm^-1): root, E-E0 [B], [cm^-1], diagram slope, n_e, weights n_e=0..4")
    for e, l, i in lev:
        b = d6[l]
        ts = slope(lambda y: vals(b, y)[i] - vals(gb, y)[0], x)
        ne = slope(lambda y: vals(b, y)[i], x) + 2.4
        assert abs(ts - (occ(b, x)[i] - occ(gb, x)[0])) < 1e-5 and abs(ne - occ(b, x)[i]) < 1e-5
        wc = [np.sum(vecs(b, x)[b['ne'] == k, i] ** 2) for k in range(5)]
        print(f"  {l}({b['parent'][i]})#{i+1} {e-lev[0][0]:.3f} {(e-lev[0][0])*B_CM:.0f} {ts:.4f} {ne:.4f} | "
              + " ".join(f"{u:.3f}" for u in wc))
print("success")
```

Output:

```
input: C/B = 4.0, B = 800 cm^-1, A = 0
Slater F0, F2, F4 = 5.60, 77.00, 50.40 B
exchange K(xy,x2-y2) = 4.0000 B, K(xy,z2) = 8.0000 B
blocks vs full Fock-space spectrum, d2-d8: max error 5.0e-13 B
hole symmetry spread 2.7e-13 B; slope vs <n_e> max error 3.8e-10
grid Delta/B = 0.01 to 50.01, step 0.25; threshold 0.8, hmin 1e-06
d2: 45 states, 7 blocks, 11 curves, ground 3T1
d3: 120 states, 8 blocks, 20 curves, ground 4A2
d4: 210 states, 12 blocks, 43 curves, ground 5E->3T1 at Delta/B = 24.3570 (19486 cm^-1)
d5: 252 states, 11 blocks, 43 curves, ground 6A1->2T2 at Delta/B = 25.9516 (20761 cm^-1)
d6: 210 states, 12 blocks, 43 curves, ground 5T2->1A1 at Delta/B = 17.0320 (13626 cm^-1)
d7: 120 states, 8 blocks, 20 curves, ground 4T1->2E at Delta/B = 19.4226 (15538 cm^-1)
d8: 45 states, 7 blocks, 11 curves, ground 3A2
in-block crossings 0; avoided crossings (Delta/B > 1) 73; smallest gap 0.0713 B
d6 block sizes: 1A1:5 1A2:2 1E:5 1T1:4 1T2:7 3A1:1 3A2:2 3E:3 3T1:7 3T2:5 5E:1 5T2:1
d3 4T1(F): <n_e> at Delta = 0 is 1.8000
exact two-level: d3 4T1 roots 1,2: Delta/B = 9.0000, g = 12.0000 B, |N_ij| = 0.5000, hstar = 24.0000 B
  overlap^2 same/other: h=hstar/2 0.8000/0.2000; h=2hstar 0.2000/0.8000
smallest hstar: d5 2T2 roots 8,9: Delta/B = 29.6586, g = 0.0713 B, |N_ij| = 0.3289, hstar = 0.2167 B
  overlap^2 same/other: h=hstar/2 0.7998/0.2002; h=2hstar 0.1968/0.8031
merged d6 triplets: 18 curves from Delta/B = 0.51, 13 true crossings
  max error: overlap tracking 3.1e-13 B, energy sorting 18.256 B
d3 2T1 weight of 2P at Delta/B = 0.01: 0.000 0.374 0.056 0.570 0.000
d5 4T1(G), Delta = 0: <n_e> = 2.0000, weights n_e=1,2,3: 0.5000 0.0000 0.5000
d6 first order: E(t2^6)-E(5T2) at Delta=0 = 37.000 B, crossover Delta/B = 18.500
d6 exact crossover Delta/B = 17.0320 = 13626 cm^-1; ground degeneracy 15 -> 1
  ground slope left -0.4000, right -2.3232, jump -1.9232; <n_e> 2.0000 -> 0.0768
W = 240.00 B^2, W/2 = 120.00; <n_e>(1A1)*(Delta/B)^2 at 1e5 = 119.94
Delta/B = 25: 1A1 curvature -0.002289 1/B (difference -0.002289); W/(2x^2) = 0.1920
Delta/B = 25: 3T1 drift (1-overlap^2)/h^2 = 1.4278e-05, formula 1.4278e-05 1/B^2
d6, Delta/B = 10 (8000 cm^-1): root, E-E0 [B], [cm^-1], diagram slope, n_e, weights n_e=0..4
  5T2(D)#1 0.000 0 0.0000 2.0000 | 0.000 0.000 1.000 0.000 0.000
  5E(D)#1 10.000 8000 1.0000 3.0000 | 0.000 0.000 0.000 1.000 0.000
  3T1(H)#1 12.584 10067 -0.9114 1.0886 | 0.000 0.937 0.038 0.025 0.000
  1A1(I)#1 13.377 10702 -1.8744 0.1256 | 0.941 0.000 0.055 0.003 0.002
  3T2(H)#1 16.533 13226 -0.6484 1.3516 | 0.000 0.679 0.291 0.030 0.000
  3T1(H)#2 21.027 16821 0.0043 2.0043 | 0.000 0.006 0.986 0.006 0.002
d6, Delta/B = 25 (20000 cm^-1): root, E-E0 [B], [cm^-1], diagram slope, n_e, weights n_e=0..4
  1A1(I)#1 0.000 0 0.0000 0.0513 | 0.975 0.000 0.024 0.000 0.000
  3T1(H)#1 13.854 11083 0.9845 1.0358 | 0.000 0.973 0.018 0.009 0.000
  5T2(D)#1 15.437 12349 1.9487 2.0000 | 0.000 0.000 1.000 0.000 0.000
  3T2(H)#1 19.937 15949 1.0589 1.1102 | 0.000 0.907 0.076 0.017 0.000
  1T1(I)#1 22.577 18062 0.9703 1.0217 | 0.000 0.988 0.002 0.010 0.000
  1T2(I)#1 34.863 27890 1.1275 1.1788 | 0.000 0.839 0.143 0.018 0.000
  3T1(H)#2 36.509 29207 1.9507 2.0020 | 0.000 0.001 0.997 0.002 0.000
  3T2(F)#2 38.010 30408 1.9429 1.9942 | 0.000 0.017 0.971 0.012 0.000
success
```
